# Toeplitz Matrices and Exponential Ground-Energy Convergence from Real-Time States: verification in Python

```python
# Result under test: for states phi_j = exp(-i H j tau) phi_0, j = -k..k (hbar = 1),
# the overlap and Hamiltonian matrices are Toeplitz, and the lowest Ritz energy obeys
#   0 <= error <= (mean - E0)/w0 / cosh(2 k G)^2 <= 4 Dmax (1-w0)/w0 exp(-2 k a)
# whenever 0 < tau <= 2 pi/(Dmax + D1).
# E0: ground energy; D1, Dmax: first and largest excitation energies;
# w0: ground weight of phi_0; mean: its mean energy; a = D1 tau;
# G = arsinh(tan(a/2)). Energies in units of the coupling J, times in 1/J.
import numpy as np
from numpy.polynomial.chebyshev import chebval
from scipy.linalg import expm, eigh, toeplitz
from scipy.optimize import linprog


def ritz_error(hamiltonian, unitary, start, dimension, ground):
    """Lowest Ritz error in span{U^j start}, using an orthonormal Arnoldi basis."""
    basis = [start / np.linalg.norm(start)]
    while len(basis) < dimension:
        vector = unitary @ basis[-1]
        for _ in range(3):
            q = np.array(basis).T
            vector = vector - q @ (q.conj().T @ vector)
        basis.append(vector / np.linalg.norm(vector))
    q = np.array(basis).T
    projected = q.conj().T @ hamiltonian @ q
    projected = (projected + projected.conj().T) / 2
    return np.linalg.eigvalsh(projected)[0] - ground


def growth(a):
    return np.arcsinh(np.tan(a / 2))


def sharp_bound(mean_excess, w0, a, k):
    return mean_excess / w0 / np.cosh(2 * k * growth(a)) ** 2


def simple_bound(dmax, w0, a, k):
    return 4 * dmax * (1 - w0) / w0 * np.exp(-2 * k * a)


def toeplitz_defect(matrix):
    return np.max(np.abs(matrix[1:, 1:] - matrix[:-1, :-1]))


def chebyshev_filter(theta, a, k):
    coefficients = [0] * k + [1]
    x = 1 + 2 * (np.cos(theta) - np.cos(a)) / (1 + np.cos(a))
    return chebval(x, coefficients) / chebval(1 + 2 * np.tan(a / 2) ** 2, coefficients)


# ---------- spin chain ----------
sites, coupling, field_x, field_z = 6, 1.0, 1.0, 0.5
pauli_x = np.array([[0.0, 1.0], [1.0, 0.0]])
pauli_z = np.diag([1.0, -1.0])


def site_operator(operator, site):
    return np.kron(np.kron(np.eye(2 ** site), operator), np.eye(2 ** (sites - site - 1)))


xs = [site_operator(pauli_x, i) for i in range(sites)]
zs = [site_operator(pauli_z, i) for i in range(sites)]
part_z = -coupling * sum(zs[i] @ zs[i + 1] for i in range(sites - 1)) - field_z * sum(zs)
part_x = -field_x * sum(xs)
ham = part_z + part_x
start = np.ones(2 ** sites, dtype=complex) / np.sqrt(2 ** sites)
energies, vectors = np.linalg.eigh(ham)
weights = np.abs(vectors.conj().T @ start) ** 2
e0, d1, dmax = energies[0], energies[1] - energies[0], energies[-1] - energies[0]
w0 = weights[0]
mean = np.vdot(start, ham @ start).real
tau = 2 * np.pi / (dmax + d1)
a = d1 * tau
print(f"Sites {sites}; J = {coupling}, transverse {field_x} J, longitudinal {field_z} J")
print(f"E0 = {e0:.6f} J, D1 = {d1:.6f} J, Dmax = {dmax:.6f} J")
print(f"Ground weight w0 = {w0:.6f}, mean energy = {mean:.6f} J")
print(f"Largest permitted step tau = {tau:.6f} /J, a = {a:.6f} rad, G = {growth(a):.6f}")

# ---------- Toeplitz structure from explicitly evolved states ----------
k_small = 2
size = 2 * k_small + 1


def evolved_matrices(times):
    states = np.array([expm(-1j * ham * t) @ start for t in times]).T
    return states.conj().T @ states, states.conj().T @ ham @ states


s_centred, h_centred = evolved_matrices(tau * np.arange(-k_small, k_small + 1))
s_forward, h_forward = evolved_matrices(tau * np.arange(size))
assert toeplitz_defect(s_centred) < 1e-11 and toeplitz_defect(h_centred) < 1e-11
assert np.allclose(s_centred, s_forward, atol=1e-11)
assert np.allclose(h_centred, h_forward, atol=1e-11)
phases = np.exp(-1j * np.outer(np.arange(size) * tau, energies))
s_row, h_row = phases @ weights, phases @ (weights * energies)
s_toep = toeplitz(s_row.conj(), s_row)
h_toep = toeplitz(h_row.conj(), h_row)
assert np.allclose(s_toep, s_centred, atol=1e-11)
assert np.allclose(h_toep, h_centred, atol=1e-11)
for m in range(3):
    print(f"m={m}: s = {s_row[m].real:.6f} {s_row[m].imag:+.6f}i, "
          f"h = {h_row[m].real:.6f} {h_row[m].imag:+.6f}i J")

# the Hamiltonian row is i times the time derivative of the signal
shift = 1e-4
for m in range(size):
    later = np.vdot(start, expm(-1j * ham * (m * tau + shift)) @ start)
    earlier = np.vdot(start, expm(-1j * ham * (m * tau - shift)) @ start)
    assert abs(1j * (later - earlier) / (2 * shift) - h_row[m]) < 1e-5

# a Trotter product does not commute with H: S stays Toeplitz, H does not
trotter = expm(-1j * part_z * tau) @ expm(-1j * part_x * tau)
states = np.array([np.linalg.matrix_power(trotter, j) @ start for j in range(size)]).T
trotter_s = toeplitz_defect(states.conj().T @ states)
trotter_h = toeplitz_defect(states.conj().T @ ham @ states)
assert trotter_s < 1e-11 and trotter_h > 1e-3
print(f"Trotter basis, Toeplitz defect: S {trotter_s:.1e}, H {trotter_h:.4f} J")

# ---------- convergence of the spin chain ----------
unitary = expm(-1j * ham * tau)
pencil_error = eigh(h_toep, s_toep, eigvals_only=True)[0] - e0
assert abs(pencil_error - ritz_error(ham, unitary, start, size, e0)) < 1e-7
print(f"Toeplitz pencil, k={k_small}: error {pencil_error:.6e} J")
print("k, dimension, error/J, sharp bound/J, simple bound/J, cond(S)")
spin_errors = {}
for k in range(1, 7):
    error = ritz_error(ham, unitary, start, 2 * k + 1, e0)
    sharp, simple = sharp_bound(mean - e0, w0, a, k), simple_bound(dmax, w0, a, k)
    assert -1e-11 < error < sharp + 1e-11 and sharp < simple
    row = np.exp(-1j * np.outer(np.arange(2 * k + 1) * tau, energies)) @ weights
    condition = np.linalg.cond(toeplitz(row.conj(), row))
    spin_errors[k] = error
    print(f"{k} {2*k+1:2d} {error:.3e} {sharp:.3e} {simple:.3e} {condition:.1e}")

tau_half = np.pi / dmax
a_half = d1 * tau_half
error_half = ritz_error(ham, expm(-1j * ham * tau_half), start, 13, e0)
bound_half = simple_bound(dmax, w0, a_half, 6)
power_half = 4 * dmax * (1 - w0) / w0 * (1 + np.pi * d1 / dmax) ** (-12)
assert -1e-11 < error_half < bound_half < power_half
print(f"Step pi/Dmax = {tau_half:.6f} /J, a = {a_half:.6f} rad, k=6:")
print(f"  error {error_half:.3e} J, simple bound {bound_half:.3e} J, "
      f"power bound {power_half:.3e} J")

# ---------- explicit Chebyshev filter made from evolved states ----------
k = 4
samples = chebyshev_filter(2 * np.pi * np.arange(2 * k + 1) / (2 * k + 1), a, k)
fourier = np.fft.fft(samples) / (2 * k + 1)
filtered = sum(fourier[j] * np.exp(1j * j * e0 * tau) * (expm(-1j * ham * j * tau) @ start)
               for j in range(-k, k + 1))
filter_error = (np.vdot(filtered, ham @ filtered) / np.vdot(filtered, filtered)).real - e0
assert abs(abs(np.vdot(vectors[:, 0], filtered)) ** 2 - w0) < 1e-10
assert spin_errors[k] - 1e-11 <= filter_error <= sharp_bound(mean - e0, w0, a, k)
print(f"Chebyshev-filtered state, k={k}: error {filter_error:.3e} J")

# ---------- minimax value from a linear program over all real trig polynomials ----------
grid = np.linspace(a, 2 * np.pi - a, 1201)
orders = np.arange(1, k + 1)
table = np.hstack([np.ones((grid.size, 1)), np.cos(np.outer(grid, orders)),
                   np.sin(np.outer(grid, orders))])
minus_one = -np.ones((grid.size, 1))
program = linprog(np.r_[np.zeros(2 * k + 1), 1.0],
                  A_ub=np.vstack([np.hstack([table, minus_one]),
                                  np.hstack([-table, minus_one])]),
                  b_ub=np.zeros(2 * grid.size),
                  A_eq=np.r_[np.ones(k + 1), np.zeros(k), 0.0][None, :], b_eq=[1.0],
                  bounds=[(None, None)] * (2 * k + 1) + [(0, None)], method="highs")
assert program.success
beta = 1 / np.cosh(2 * k * growth(a))
beta_filter = np.max(np.abs(chebyshev_filter(grid, a, k)))
# the finite grid can only lower the optimum, by a relative amount of order (k*spacing)^2
assert abs(program.fun / beta - 1) < 1e-3 and abs(beta_filter / beta - 1) < 1e-9
assert beta < 2 * np.exp(-k * a)
print(f"Minimax, k={k}: linear program {program.fun:.6f}, formula {beta:.6f}, "
      f"2exp(-ka) {2*np.exp(-k*a):.6f}")

# ---------- random spectra and weights ----------
rng = np.random.default_rng(7)
largest_ratio, cases = 0.0, 0
for _ in range(40):
    levels = np.r_[0.0, np.sort(rng.uniform(0.3, 10.0, 39))]
    probability = rng.uniform(0.05, 1.0, 40)
    probability /= probability.sum()
    step = rng.uniform(0.4, 1.0) * 2 * np.pi / (levels[-1] + levels[1])
    for k in range(1, 6):
        error = ritz_error(np.diag(levels), np.diag(np.exp(-1j * levels * step)),
                           np.sqrt(probability).astype(complex), 2 * k + 1, 0.0)
        bound = sharp_bound(probability @ levels, probability[0], levels[1] * step, k)
        assert -1e-11 < error < bound + 1e-11
        largest_ratio = max(largest_ratio, error / bound)
        cases += 1
print(f"Random spectra: {cases} cases, largest error/bound = {largest_ratio:.4f}")

# ---------- dense band: is the predicted rate reached, and what does aliasing do? ----------
band_size, band_low, band_high, band_w0 = 400, 1.0, 10.0, 0.5
levels = np.r_[0.0, np.linspace(band_low, band_high, band_size)]
probability = np.r_[band_w0, np.full(band_size, (1 - band_w0) / band_size)]
band_start = np.sqrt(probability).astype(complex)
band_ham = np.diag(levels)
band_tau = 2 * np.pi / (band_high + band_low)
band_a = band_low * band_tau
band_unitary = np.diag(np.exp(-1j * levels * band_tau))
print(f"Band: {band_size} levels, {band_low} to {band_high} J, w0 = {band_w0}, "
      f"tau = {band_tau:.6f} /J, a = {band_a:.6f} rad")
band_errors = {}
for k in (2, 4, 6, 8, 10):
    band_errors[k] = ritz_error(band_ham, band_unitary, band_start, 2 * k + 1, 0.0)
    bound = sharp_bound(probability @ levels, band_w0, band_a, k)
    assert 0 < band_errors[k] < bound
    print(f"  k={k}: error {band_errors[k]:.3e} J, sharp bound {bound:.3e} J")
observed = np.sqrt(band_errors[8] / band_errors[10])
predicted = np.exp(4 * growth(band_a))
# finite k and the discreteness of the band leave a deviation of some per cent
assert abs(observed / predicted - 1) < 0.10
print(f"  error reduction per unit k: observed {observed:.4f}, exp(4G) {predicted:.4f}")

alias_tau = 2 * np.pi / band_high
alias_error = ritz_error(band_ham, np.diag(np.exp(-1j * levels * alias_tau)),
                         band_start, 21, 0.0)
floor = band_high * probability[-1] / (band_w0 + probability[-1])
false_bound = sharp_bound(probability @ levels, band_w0, band_low * alias_tau, 10)
assert alias_error >= floor - 1e-11 and floor < band_low
assert alias_error > false_bound and band_errors[10] < floor
print(f"Aliased step {alias_tau:.6f} /J, k=10: error {alias_error:.6f} J, "
      f"floor {floor:.6f} J")
print(f"  bound misapplied at this step would claim {false_bound:.3e} J")
print("checks complete")
```

Output:

```
Sites 6; J = 1.0, transverse 1.0 J, longitudinal 0.5 J
E0 = -9.458552 J, D1 = 2.897504 J, Dmax = 16.951343 J
Ground weight w0 = 0.191694, mean energy = -6.000000 J
Largest permitted step tau = 0.316552 /J, a = 0.917210 rad, G = 0.475581
m=0: s = 1.000000 +0.000000i, h = -6.000000 +0.000000i J
m=1: s = -0.292903 +0.681169i, h = 3.129518 -4.061964i J
m=2: s = -0.195839 -0.370874i, h = 0.820164 +2.931295i J
Trotter basis, Toeplitz defect: S 6.7e-16, H 1.9971 J
Toeplitz pencil, k=2: error 1.293354e-01 J
k, dimension, error/J, sharp bound/J, simple bound/J, cond(S)
1  3 9.874e-01 8.154e+00 4.566e+01 1.8e+01
2  5 1.293e-01 1.538e+00 7.292e+00 1.3e+02
3  7 1.898e-02 2.382e-01 1.165e+00 4.7e+02
4  9 3.194e-03 3.575e-02 1.860e-01 1.9e+03
5 11 4.075e-04 5.339e-03 2.971e-02 7.7e+03
6 13 2.541e-05 7.968e-04 4.744e-03 2.4e+04
Step pi/Dmax = 0.185330 /J, a = 0.536994 rad, k=6:
  error 1.592e-08 J, simple bound 4.546e-01 J, power bound 1.645e+00 J
Chebyshev-filtered state, k=4: error 2.860e-02 J
Minimax, k=4: linear program 0.044511, formula 0.044512, 2exp(-ka) 0.051012
Random spectra: 200 cases, largest error/bound = 0.0624
Band: 400 levels, 1.0 to 10.0 J, w0 = 0.5, tau = 0.571199 /J, a = 0.571199 rad
  k=2: error 2.345e-01 J, sharp bound 1.798e+00 J
  k=4: error 2.677e-02 J, sharp bound 2.099e-01 J
  k=6: error 2.893e-03 J, sharp bound 2.106e-02 J
  k=8: error 3.014e-04 J, sharp bound 2.080e-03 J
  k=10: error 3.091e-05 J, sharp bound 2.052e-04 J
  error reduction per unit k: observed 3.1231, exp(4G) 3.1844
Aliased step 0.628319 /J, k=10: error 0.094563 J, floor 0.024938 J
  bound misapplied at this step would claim 6.207e-05 J
checks complete
```
